# Madelung Energies of Cubic Charge Lattices and Supercell Shape

## Problem

A charged defect in a periodic supercell calculation is repeated on a lattice, and a uniform background keeps the cell neutral. In the simplest model each defect is a point charge $q$, in units of $e$, in a uniform medium of dielectric constant $\varepsilon$. The cell volume is $V=L^3$. The electrostatic energy per cell, without the self-energy of the point charge, is written

$$E=-\alpha\,\frac{kq^2}{2\varepsilon L},\qquad k=\frac{e^2}{4\pi\varepsilon_0}.$$

(a) Find $\alpha$ for the simple cubic (sc), body-centred cubic (bcc) and face-centred cubic (fcc) lattices, and compare the three energies at equal $V$.

(b) Apply the result to a doubly positive vacancy in silicon, in the volume of a 216-atom cubic cell. Decide whether the shape of the cell matters beside what the point model leaves out.

Until part (b), $V=q=k=\varepsilon=1$. Lengths are then in units of $L$ and energies in units of $kq^2/(\varepsilon L)$, so that $E=-\alpha/2$.

## A tempting solution

Each charge and its share of the background form a neutral cell. Replace the cell by a sphere of the same volume, with radius $r_s$ given by $4\pi r_s^3/3=1$, so $r_s=0.62035$. A neutral, spherically symmetric object has no field outside itself, so the spheres do not interact, and the energy is that of one sphere.

The background has density $-1$. Its attraction to the central charge is

$$-\int_0^{r_s}\frac{4\pi r^2}{r}\,dr=-2\pi r_s^2=-\frac{3}{2r_s},$$

where the last step uses $4\pi r_s^3/3=1$. The self-energy of a uniform unit-charge sphere is $3/(5r_s)$. Therefore

$$E=-\frac{3}{2r_s}+\frac{3}{5r_s}=-\frac{9}{10r_s},\qquad \alpha=\frac{9}{5r_s}=2.9016 .$$

Only the volume enters. The argument concludes that the three lattices have the same energy at equal volume.

## Where it fails

Spheres of volume $V$ centred on the lattice points cannot fill space without overlap. They leave gaps, and elsewhere two spheres cover the same region. The energy of this misfit can be written down.

Replace every point charge by a uniform ball of unit charge and radius $b$, leaving the background in place. Let $F$ be the full electrostatic energy per cell of balls plus background, including the self-energy of the balls. Three changes lead from $F$ back to the point-charge energy $E$.

First, the ball self-energy $3/(5b)$ is removed.

Second, the interaction with the background changes. The potential of a ball at $r<b$ is $(3b^2-r^2)/(2b^3)$; outside it is $1/r$, as for a point. The integrated difference is

$$\int_0^b4\pi r^2\left[\frac1r-\frac{3}{2b}+\frac{r^2}{2b^3}\right]dr
=4\pi b^2\left[\frac12-\frac12+\frac1{10}\right]=\frac{2\pi b^2}{5}.$$

The background density is $-1$, so this contributes $-2\pi b^2/5$.

Third, two overlapping balls at distance $R$ have an interaction $U(R)$ that differs from $1/R$. Each pair is shared between two cells, which gives

$$O=\frac12\sum_{R\ne0}\left[\frac1R-U(R)\right].$$

Hence

$$E=-\frac{3}{5b}-\frac{2\pi b^2}{5}+F+O .$$

For $b=r_s$, the volume condition turns $2\pi r_s^2/5$ into $3/(10r_s)$, so

$$E=-\frac{9}{10r_s}+F+O .\tag{1}$$

The tempting solution has dropped $F+O$. Both terms are non-negative.

For $F$, use Fourier components. With $x=Gb$, the transform of a ball is

$$f(x)=\frac{3}{b^3}\int_0^b r^2\frac{\sin Gr}{Gr}\,dr=\frac{3(\sin x-x\cos x)}{x^3}.$$

Poisson's equation multiplies each density component by $4\pi/G^2$, and the background cancels the $G=0$ component. Thus

$$F=\frac12\sum_{G\ne0}\frac{4\pi f(Gb)^2}{G^2}\ge0 .$$

For $O$, average the potential of one ball over a second ball whose centre is at distance $R$, with $b<R<2b$. A sphere of radius $r$ about the first centre has area $\pi r[b^2-(R-r)^2]/R$ inside the second ball. Only $r<b$ contributes to $1/R-U$. Set $b=1$ for the moment, with $u=R/b$. Since

$$\frac1r-\frac{3-r^2}{2}=\frac{(1-r)^2(2+r)}{2r}\ge0,$$

we have

$$\frac1u-U=\frac{3}{8u}\int_{u-1}^{1}(1-r)^2(2+r)\left[1-(u-r)^2\right]dr .$$

Now put $t=1-r$ and $s=2-u$. The integral becomes

$$\int_0^s t^2(3-t)(s-t)(2-s+t)\,dt .$$

The product of the last three factors is

$$3s(2-s)+t(s^2+4s-6)-t^2(1+2s)+t^3 .$$

Multiplying by $t^2$ and integrating term by term gives

$$s^4(2-s)+\frac{s^4(s^2+4s-6)}4-\frac{s^5(1+2s)}5+\frac{s^6}6
=\frac{s^4}{2}-\frac{s^5}{5}+\frac{s^6}{60}.$$

Insert $s=2-u$ and restore $b$:

$$\frac1R-U(R)=\frac{(2-u)^4(u^2+8u+10)}{160R}\ge0 .\tag{2}$$

This vanishes at $u=2$, where the balls just touch.

For sc, each charge has six neighbours at $R=1$, so $u=1/0.62035=1.6120$. Equation (2) gives $0.00361$ per pair, and $O=3\times0.00361=0.0108$. The next neighbours, at $\sqrt2$, lie beyond $2r_s=1.2407$ and do not contribute.

Equation (1) also shows what the sphere result is worth: it is a lower bound on the energy, and $2.9016$ is an upper bound on $\alpha$. It cannot rank the lattices, because their differences lie in the omitted terms.

## The right solution

For a neutral system, adding a constant to the potential leaves the energy unchanged. Choose the potential $\phi$ to have zero mean over the cell. In $E=\frac12\int\rho\phi\,d^3r$ the uniform background then contributes nothing. With the self-potential of the ion removed, $E$ is half the potential at an ion. Since $E=-\alpha/2$, that potential is $-\alpha$.

The sum of $1/R$ over the other ions diverges and must be combined with the background. Ewald's method splits the Coulomb potential:

$$\frac1r=\frac{\operatorname{erfc}(\eta r)}r+\frac{\operatorname{erf}(\eta r)}r ,$$

with $\eta$ any positive number.

The first part is short-ranged. The other ions contribute $\sum_{R\ne0}\operatorname{erfc}(\eta R)/R$. The background contributes

$$-4\pi\int_0^\infty r\operatorname{erfc}(\eta r)\,dr
=-4\pi\frac{\eta}{\sqrt\pi}\int_0^\infty r^2e^{-\eta^2r^2}dr
=-\frac{\pi}{\eta^2},$$

by one integration by parts and $\int_0^\infty r^2e^{-\eta^2r^2}dr=\sqrt\pi/(4\eta^3)$.

The second part is the potential of a Gaussian charge whose Fourier transform is $e^{-G^2/4\eta^2}$. Summed over all ions, its components are $4\pi e^{-G^2/4\eta^2}/G^2$ for $G\ne0$, and the background removes $G=0$. This sum includes the ion at the origin, whose contribution $\lim_{r\to0}\operatorname{erf}(\eta r)/r=2\eta/\sqrt\pi$ must be subtracted. Collecting the terms and changing the overall sign,

$$\alpha=\frac{2\eta}{\sqrt\pi}+\frac{\pi}{\eta^2}
-\sum_{R\ne0}\frac{\operatorname{erfc}(\eta R)}R
-4\pi\sum_{G\ne0}\frac{e^{-G^2/4\eta^2}}{G^2}.\tag{3}$$

Equal volume enters through the vectors. A cube containing $n$ lattice points has edge $A=n^{1/3}$, with $n=1,2,4$ for sc, bcc and fcc. The reciprocal vectors are $(2\pi/A)(h_1,h_2,h_3)$. All integer triples are allowed for sc, those with even sum for bcc, and those with all three indices of equal parity for fcc. For sc with $\eta=\sqrt\pi$, the first two terms of (3) are $2+1$, and the rapidly converging sums reduce this to $2.8373$.

| Lattice | $\alpha$ | $F$ | $O$ |
|---|---:|---:|---:|
| sc | 2.8373 | 0.02131 | 0.01083 |
| bcc | 2.8885 | 0.00446 | 0.00210 |
| fcc | 2.8883 | 0.00543 | 0.00122 |

At equal volume the bcc and fcc energies exceed the sc energy in magnitude by $1.803$ and $1.797$ percent of the sc value. The energies are negative, so bcc and fcc are the more strongly bound.

A separate evaluation starts from the definition, with a smooth cutoff on the Coulomb potential:

$$-\alpha=\lim_{h\to0}\left[\sum_{R\ne0}\frac{e^{-h^2R^2}}R-\frac{2\pi}{h^2}\right].$$

The last term is the background integral $4\pi\int_0^\infty re^{-h^2r^2}dr$. Extrapolation from $h=0.25$, $0.35$ and $0.50$ gives $2.83729$, $2.88845$ and $2.88828$ for sc, bcc and fcc, in agreement with (3).

The table also explains the difference. The misfit energy $F+O$ is $0.0321$ for sc and $0.0066$ for bcc. Because $\alpha=-2E$, the gap in $\alpha$ is $2(0.0321-0.0066)=0.051$, which is $1.8$ percent of $2.837$. Both parts are largest for sc: its spheres overlap more strongly, and their combined density departs further from uniformity in the sense measured by $F$. Between bcc and fcc the two parts shift in opposite directions and nearly cancel.

The choice of length matters when constants are compared. If $\alpha$ is defined with the cube edge $A$ instead of $L$, it is multiplied by $n^{1/3}$ and becomes $2.837$, $3.639$ and $4.585$. Those numbers compare lattices at equal edge, hence at different volumes per charge.

## The silicon vacancy

Take the rough values $a_0=0.543$ nm for the lattice constant and $\varepsilon=11.7$, with $q=+2$. The cubic cell has $L=3a_0=1.629$ nm, and $k=1.43997$ eV nm. The unscreened energy scale is

$$\frac{kq^2}{L}=\frac{1.43997\times4}{1.629}=3.5358\ \text{eV}.$$

For sc,

$$E=-\frac{2.8373\times3.5358}{2\times11.7}=-0.4287\ \text{eV},$$

or $-41.4$ kJ/mol. The periodic arrangement lowers the energy relative to an isolated charge in the same medium, so the point-charge correction to be added is $+0.4287$ eV. At the same volume, $E$ is $-0.4365$ eV for bcc and $-0.4364$ eV for fcc. The shape effect is about $-0.0077$ eV.

Real silicon supercells cannot realize this comparison if their cubic axes follow those of the crystal. In units of $a_0/2$, the translations of silicon are integer triples with even sum. A cube of edge $ma_0$ contains $8m^3$ atoms, which is the sc cell. The fcc supercell has a quarter of this, $2m^3$; its translations, such as $(0,m,m)$, are allowed for every $m$. The bcc supercell needs $(m,m,m)$, so $3m$ must be even. With $m=2p$ it contains $8(2p)^3/2=32p^3$ atoms. Equating any two of the numbers $8i^3$, $2j^3$ and $32p^3$ requires the ratio of two integers to be the cube root of 4 or 16, which is irrational.

The nearest cells to 216 atoms are a 256-atom bcc cell, with $E=-0.4124$ eV, and a 250-atom fcc cell, with $E=-0.4157$ eV. Both energies are smaller in magnitude than the sc value. The larger volume outweighs the shape effect, so the actual $L$ must be used for each cell.

## What the point model leaves out

**Spread of the defect charge.** Return for a moment to the reduced units of part (a), with $V=1$. Let $v(r)$ be the periodic potential of a unit charge minus $1/r$. Near the origin its only source is the background, so $\nabla^2v=4\pi$. Cubic symmetry then gives

$$v(r)=-\alpha+\frac{2\pi r^2}{3}+\text{terms of fourth and higher order}.$$

For a charge distribution with zero dipole, the average of $|\mathbf r-\mathbf r'|^2$ is $2\langle r^2\rangle$. The factor $\frac12$ in the energy cancels this 2, and with units restored

$$\Delta E\simeq\frac{2\pi}{3}\frac{kq^2}{\varepsilon L}\frac{\langle r^2\rangle}{L^2}.$$

If the vacancy charge sits equally on the four neighbouring sites, at the bond length $0.2351$ nm, this is $+0.0132$ eV. An explicit lattice sum over the four charges gives $+0.0129$ eV; the difference comes from the higher-order terms.

**Spread of the dielectric response.** A uniform medium places the response charge $-(1-1/\varepsilon)q$ directly on the defect. In a crystal it extends over a finite region. Suppose that it is spherical with root-mean-square radius equal to one bond length, and treat the defect itself as a point. In linear response the energy is half the defect charge times the induced potential, so the change is

$$\Delta E=-\frac12\left(1-\frac1\varepsilon\right)\frac{kq^2}{L}\,\frac{2\pi\langle r^2\rangle}{3L^2}=-0.071\ \text{eV}.$$

There is no further division by $\varepsilon$, because the bare defect charge interacts with the response charge itself. The estimate grows as the square of the assumed radius, and one bond length is a generous choice. Common model dielectric functions of silicon give root-mean-square radii of about 0.09 to 0.14 nm, for which the same formula gives $-0.010$ to $-0.025$ eV. Such model functions describe an averaged perfect crystal. They omit local-field effects, which make the response depend on where the charge sits, and they ignore the missing atom. The estimate therefore does not replace the alignment of the electrostatic potential in a first-principles calculation.

**Dielectric constant.** Raising $\varepsilon$ by 10 percent divides $E$ by $1.1$ and shifts it by $+0.039$ eV.

**Free carriers.** At 300 K and $10^{16}$ holes per cm$^3$ the Debye length is $\lambda=40.9$ nm. Linear screening replaces $1/r$ by $e^{-r/\lambda}/r$, which changes the potential at the defect by $-kq/(\varepsilon\lambda)$ per unit charge. Half of this times $q$ gives $-kq^2/(2\varepsilon\lambda)=-0.0060$ eV. This energy belongs to an isolated defect in doped material, not to the supercell correction. Linear theory needs a potential energy well below the thermal energy, about $0.026$ eV. Here $kq/(\varepsilon r)$ reaches that value at about 9.5 nm, so close to the defect the theory fails and the result gives only a scale.

Beside a real silicon vacancy, the lattice constant, dielectric constant and cell size are realistic, but the charge state is prescribed. At the stated doping and temperature the Fermi level lies roughly 0.2 eV above the valence band edge, and equilibrium may favour a less positive vacancy. The real defect also relaxes its neighbours, and its electronic states can overlap with their periodic images; neither effect is in this electrostatic model. Of the effects sized here, the assumed 10 percent change in the dielectric constant is the simplest to compare, because it needs no charge radius: $0.039$ eV is about five times the shape effect. The finite range of the response gives $0.071$ eV with the generous radius, but only $0.010$ to $0.025$ eV with the smaller ones. It also has the opposite sign to the spread of the defect charge, so the two can largely cancel.

This ordering depends on cell size. At fixed $\varepsilon$ and fixed charge radii, the shape effect falls as $1/L$ and the spread terms as $1/L^3$. With the bond-length radius, the response estimate equals the sc–bcc difference when $L$ has grown by $\sqrt{0.0706/0.0077}\approx3.0$, to about 4.9 nm. With a radius of 0.09 nm this happens already at about 1.9 nm. The effect of a 10 percent change in the dielectric constant also falls as $1/L$, so it stays about five times the shape effect at every size. The choice among these three cubic lattices therefore matters less than a 10 percent error in the dielectric constant. Since $E$ is proportional to $\alpha/\varepsilon$, an error of about 1.8 percent would already equal the shape effect. This does not extend to elongated or flattened cells. For a simple tetragonal cell, $\alpha$ falls below the sc value by about 6 percent at $c/a=1.5$ and by about 20 percent at $c/a=2$. The latter exceeds the effect of a 10 percent error in the dielectric constant. The full set of values is in the numerical output.

## Computed results

```
REDUCED UNITS (V = 1, unit charge, k = 1, eps = 1)
r_s = 0.620350; upper bound on alpha = 2.901586
sc: alpha = 2.837297; from cutoff definition = 2.83729
sc: C = alpha*r_s/2 = 0.880059
sc: field energy F = 0.02131; overlap energy O = 0.01083
bcc: alpha = 2.888462; from cutoff definition = 2.88845
bcc: C = alpha*r_s/2 = 0.895929
bcc: field energy F = 0.00446; overlap energy O = 0.00210
fcc: alpha = 2.888282; from cutoff definition = 2.88828
fcc: C = alpha*r_s/2 = 0.895874
fcc: field energy F = 0.00543; overlap energy O = 0.00122
bcc: excess over sc = 1.803 percent
fcc: excess over sc = 1.797 percent
SILICON VACANCY, EQUAL VOLUMES
a0 = 0.543 nm; eps = 11.7; q = +2; k = 1.439965 eV nm
L = 1.629 nm; V = 4.3228 nm^3; atoms in sc cell = 216
unscreened scale k*q^2/L = 3.53582 eV
sc: E = -0.42873 eV; correction = 0.42873 eV
bcc: E = -0.43646 eV; correction = 0.43646 eV
fcc: E = -0.43643 eV; correction = 0.43643 eV
bcc: E minus E(sc) = -0.00773 eV
fcc: E minus E(sc) = -0.00770 eV
sc: E = -41.37 kJ/mol
NEAREST COMMENSURATE CELLS
sc: 216 atoms; L = 1.6290 nm; E = -0.42873 eV
bcc: 256 atoms; L = 1.7239 nm; E = -0.41243 eV
fcc: 250 atoms; L = 1.7103 nm; E = -0.41567 eV
SIZE OF NEGLECTED EFFECTS, SC CELL
bond length = 0.2351 nm
charge on four neighbours, lattice sum: +0.01290 eV
same, mean-square-radius formula: +0.01319 eV
response charge spread over a bond length: -0.07055 eV
eps raised by 10 percent: +0.03898 eV
T = 300 K; hole density = 1.0e+16 cm^-3
Debye length = 40.88 nm; carrier screening: -0.00602 eV
```
